\section*{The Bode–Fano limit for a wideband match to a transistor output}

\section*{Question}

I am designing the output match of a broadband gallium nitride amplifier. At small signal the transistor output looks like $R=100\ \Omega$ in parallel with $C=0.5$ pF, so $\tau=RC=50$ ps. I want the same reflection magnitude everywhere from 2 to 12 GHz, and as small as possible.

Adding sections to the matching network helps less and less. I am told that the Bode--Fano bound sets a floor, but I cannot see where it comes from, whether its bandwidth is in hertz or in radians per second, or whether a real network can reach it. What is the smallest uniform reflection magnitude, and what does it mean for the power I get out?

\section*{Answer}

The floor exists because the capacitor fixes how the reflection coefficient behaves at very high frequency, and analyticity turns that into a limit on an integral over all frequencies. I assume a linear, time-invariant, passive network of lumped elements, ending in a resistor.

\subsection*{The reflection coefficient that matters}

Count $C$ as the first element of the network. With $G=1/R$ and $Y_m(s)$ the admittance of the matching network, the resistance $R$ sees
\begin{equation}
Y_1(s)=sC+Y_m(s),\qquad \rho(s)=\frac{G-Y_1(s)}{G+Y_1(s)} .
\end{equation}
Represent the transistor by a current source of rms value $I$ in parallel with $G$. Its available power is $|I|^2/4G$, and the power entering $Y_1$ is
\begin{equation}
\frac{|I|^2\,\mathrm{Re}\,Y_1}{|G+Y_1|^2}=\frac{|I|^2}{4G}\left(1-|\rho|^2\right),
\end{equation}
because $|G+Y_1|^2-|G-Y_1|^2=4G\,\mathrm{Re}\,Y_1$. Passivity means $\mathrm{Re}\,Y_1\ge0$ for $\mathrm{Re}\,s>0$, so the same identity gives $|\rho|\le1$ there.

If the network is lossless, its scattering matrix is unitary. Then $|S_{11}|^2+|S_{21}|^2=1$ and $|S_{21}|^2+|S_{22}|^2=1$, so the reflection magnitude is the same at both ports.

\subsection*{What the capacitor fixes}

Suppose $Y_m\sim c\,s^m$ at large $s$. As $s$ sweeps the right half-plane, the phase of $s^m$ spans $m\pi$. A nonnegative real part therefore requires $|m|\le1$ and $c>0$, so $Y_m$ can grow at most as $sC_m$ with $C_m\ge0$. Hence $Y_1=sC'+O(1)$ with $C'=C+C_m\ge C$, and
\begin{equation}
-\rho=1-\frac{2G}{Y_1+G}=1-\frac{2}{sRC'}+O(s^{-2}).
\label{eq:far}
\end{equation}

We want to integrate $\ln\rho$, but $\rho$ may have zeros $z_k$ in the right half-plane. Remove them with
\begin{equation}
B(s)=\prod_k\frac{s-z_k}{s+z_k^*},\qquad |B(j\omega)|=1 .
\end{equation}
The modulus is one because $j\omega+z_k^*=-(j\omega-z_k)^*$. At large $s$, each factor contributes $-(z_k+z_k^*)/s$ to $\ln B$. The function $F=-\ln(-\rho/B)$ is therefore analytic in the right half-plane, with
\begin{equation}
F\simeq\frac{A}{s},\qquad A=\frac{2}{RC'}-2\sum_k\mathrm{Re}\,z_k .
\end{equation}

Integrate $F$ up the imaginary axis and back along a large right-hand semicircle. On the arc the phase of $s$ runs from $\pi/2$ to $-\pi/2$, which contributes $-j\pi A$. Zeros of $\rho$ on the axis give only integrable logarithms. The total is zero, so
\begin{equation}
j\int_{-\infty}^{\infty}F(j\omega)\,d\omega-j\pi A=0 .
\end{equation}
The real part of $F$ on the axis is $\ln(1/|\rho|)$, which is even in $\omega$. Half the integral gives
\begin{equation}
\int_0^\infty\ln\frac1{|\rho|}\,d\omega
=\frac{\pi}{RC'}-\pi\sum_k\mathrm{Re}\,z_k\le\frac{\pi}{\tau}.
\label{eq:area}
\end{equation}

A direct connection to a resistor $R_0$ shows the zero term at work. Here $\rho$ vanishes at $s=(1/R-1/R_0)/C$. For $R_0=200\ \Omega$ this is $1/(2\tau)$, in the right half-plane, and half the area is lost. For $R_0=100\ \Omega$ the full area is present but badly placed: $|\rho|$ is zero at dc and 0.84 at 10 GHz.

\subsection*{The bound for your band}

Let $|\rho|\le\Gamma<1$ over a width $\Delta f$, so that $\Delta\omega=2\pi\Delta f$. The integrand in \eqref{eq:area} is nowhere negative, so the band alone cannot exceed the total:
\begin{equation}
2\pi\Delta f\,\ln\frac1\Gamma\le\frac{\pi}{\tau}
\quad\Longrightarrow\quad
\Gamma\ge\exp\left(-\frac{1}{2\Delta f\,\tau}\right).
\label{eq:bound}
\end{equation}
In this form $\Delta f$ is in hertz. For your numbers,
\begin{equation}
2\Delta f\,\tau=2(10^{10}\ \mathrm{Hz})(50\times10^{-12}\ \mathrm{s})=1,
\qquad \Gamma\ge e^{-1}=0.368 .
\end{equation}

At this floor 13.5\% of the available power is reflected and 86.5\% is transmitted. The return loss is 8.69 dB, the mismatch loss 0.63 dB and the standing-wave ratio 2.16. The position of the band does not enter. Halving its width squares the floor, to 0.135. For $\Delta f\,\tau\gg1$ the floor approaches $1-1/(2\Delta f\,\tau)$, which is almost total reflection.

\subsection*{Can a network reach it?}

A finite lossless network cannot. Equality needs $|\rho|=1$ everywhere outside the band. But $1-\rho(s)\rho(-s)$ is rational, and if it vanishes on an interval of the axis it vanishes identically, so $|\rho|=1$ inside the band too.

The floor can still be approached as closely as desired. Take first a low-pass band $0\le\omega\le\Delta\omega$, let $x=\omega/\Delta\omega$, and choose
\begin{equation}
|\rho|^2=\frac{k^2+\varepsilon^2T_n^2(x)}{1+k^2+\varepsilon^2T_n^2(x)},
\quad \sinh na=\frac{\sqrt{1+k^2}}{\varepsilon},
\quad \sinh nb=\frac{k}{\varepsilon},
\end{equation}
where $T_n$ is the Chebyshev polynomial. Since $T_n(\cos\phi)=\cos n\phi$, the denominator vanishes where $T_n^2=-\sinh^2na$. With $s$ in units of $\Delta\omega$, its left-half-plane roots are
\begin{equation}
p_m=-\sinh a\,\sin\theta_m+j\cosh a\,\cos\theta_m,
\qquad \theta_m=\frac{(2m-1)\pi}{2n}.
\end{equation}
The zeros $z_m$ are the same with $b$ in place of $a$. Choosing them in the left half-plane wastes no area. Then
\begin{equation}
-\rho=\prod_m\frac{s-z_m}{s-p_m}=1-\frac1s\sum_m(z_m-p_m)+O(s^{-2}).
\end{equation}
Multiplying $\sum_m\sin\theta_m$ by $2\sin(\pi/2n)$ makes it telescope to $1-\cos\pi=2$, so the sum is $1/\sin(\pi/2n)$. Comparison with \eqref{eq:far}, for $C'=C$, gives
\begin{equation}
\sinh a-\sinh b=\frac{2\sin(\pi/2n)}{\Delta\omega\,\tau}.
\label{eq:ab}
\end{equation}
In the band $T_n^2\le1$, and $|\rho|$ grows with $T_n^2$. Its largest value is therefore
\begin{equation}
|\rho|_{\max}=\sqrt{\frac{\sinh^2nb+1}{\sinh^2na+1}}=\frac{\cosh nb}{\cosh na}.
\end{equation}
Now let $b=n^{-1/2}$ and $n\to\infty$. Then $b\to0$, and \eqref{eq:ab} gives $n(a-b)\to\pi/(\Delta\omega\,\tau)$. Since $nb\to\infty$, the ratio tends to $e^{-n(a-b)}$, which is the bound.

These reflections belong to passive networks. At finite frequency $|\rho|<1$, so $Y_1=G(1-\rho)/(1+\rho)$ has no finite pole in the closed right half-plane. Subtracting $sC$ removes its pole at infinity without changing its real part on the axis. The remainder has nonnegative real part on the axis, hence throughout the right half-plane. Darlington's theorem, which I use without proof, realizes it as a lossless network ending in one resistor.

Minimizing over $b$ numerically at each order, for your $\tau$ and bandwidth, gives:
\begin{center}
\begin{tabular}{l|ccccc}
$n$ & 1 & 2 & 3 & 5 & 10\\ \hline
$|\rho|_{\max}$ & 0.731 & 0.535 & 0.468 & 0.418 & 0.387
\end{tabular}
\end{center}
The table shows the diminishing return you noticed. Its values are the best within this Chebyshev family; at third order, a ladder outside the family can do slightly better. At $n=100$ the value is 0.3684.

\subsection*{A third-order network for 2--12 GHz}

For $n=3$ the best parameters are $a=0.6868$ and $b=0.4120$, so
\begin{equation}
|\rho|_{\max}=\frac{\cosh1.236}{\cosh2.060}=0.468 .
\end{equation}
Expanding $Y_1/G$ as the continued fraction
\begin{equation}
\frac{Y_1}{G}=g_1s+\cfrac{1}{g_2s+\cfrac{1}{g_3s+R/R_t}}
\end{equation}
gives $g_1=3.142$, $g_2=0.546$, $g_3=2.041$ and a termination $R_t=42.0\ \Omega$. In this low-pass form, an ideal transformer would be needed to reach $50\ \Omega$ with the same response. Restoring units,
\begin{equation}
C_1=\frac{g_1}{R\Delta\omega}=0.500\ \mathrm{pF},\quad
L_2=\frac{g_2R}{\Delta\omega}=0.869\ \mathrm{nH},\quad
C_3=\frac{g_3}{R\Delta\omega}=0.325\ \mathrm{pF}.
\end{equation}
$C_1$ is the transistor's own capacitance.

To move the band, replace $\omega$ by $\omega-\omega_0^2/\omega$ with $\omega_0^2=\omega_1\omega_2$. The edges $\omega_2$ and $\omega_1$ map to $\pm(\omega_2-\omega_1)$, so the width is unchanged. Each shunt capacitor gains a parallel inductor $1/(\omega_0^2C)$, and the series inductor gains a series capacitor $1/(\omega_0^2L)$. With $\omega_0/2\pi=4.90$ GHz these are $L_1=2.11$ nH, $L_3=3.25$ nH and $C_2=1.21$ pF.

In this circuit $|\rho|$ ripples between 0.408 and 0.468 across the band, and at least 78.1\% of the available power is transmitted. The band holds 82.6\% of the allowed area; the rest is spent on partial matching outside it.

\subsection*{What a real device changes}

Your $R$ and $C$ are roughly those of a gallium nitride transistor with roughly a millimetre of gate width. The parasitic values below are also rough.

Inductor loss can cost much of the power at the worst frequency in the band. Give each inductor a fixed series resistance corresponding to a quality factor of 30 at 4.90 GHz, with all other elements unchanged. The lowest in-band transmission falls from 78\% to 56\%, at 2 GHz, where this fixed resistance amounts to a quality factor of only 12. The figure depends on the loss model: with a quality factor of 30 at every frequency it would be 68\%. The reflections quoted next are for the fixed resistance. The largest reflection is then 0.480 at the device but 0.453 at the outer port. With loss, \eqref{eq:bound} still holds at the device resistance, since its derivation used only passivity; a good reading at the outer port no longer proves good power transfer.

A drain lead of 0.1 nH, taken out of $L_2$ with the rest held fixed, raises the largest reflection from 0.468 to 0.528. A lead this small does not move the floor, because the network can absorb it: redesigning the other elements, including the terminating resistance, recovers 0.468. This third-order circuit can absorb a lead exactly up to $L_1L_2/(L_1+L_2)=0.62$ nH. A second integral condition, on $\omega^2\ln(1/|\rho|)$ and not derived here, puts the floor out of reach at any order once the lead exceeds about 0.83 nH. Extra capacitance at the drain acts directly on the bound: if your 0.5 pF leaves out a gate--drain capacitance of 0.06 pF, adding it with the gate at ac ground raises the floor to 0.41. With any other gate termination, feedback through this capacitance can also change the output conductance. A 20\% rise of $R$ alone gives 0.43.

At full drive the device's voltage and current limits set a different target for maximum power: a load-line resistance, not the small-signal $R$. For a 28 V supply, 4 V knee and 1.25 A peak current it is
\begin{equation}
R_L=\frac{2(28-4)\ \mathrm{V}}{1.25\ \mathrm{A}}=38.4\ \Omega,
\qquad R_LC=19.2\ \mathrm{ps}.
\end{equation}
The floor is then 0.074. It measures departure from the load line and is not a fraction of small-signal available power, so the two figures answer different questions.

Mismatch also changes the drain voltage. Since $1+\rho=2G/(G+Y_1)$, the swing is $|1+\rho|$ times its matched value. At the small-signal floor of 0.368 this factor is at most 1.37, whatever the phase of $\rho$; in the lossless third-order circuit above it stays below 0.75 across the band. Take a drive set to give a 24 V swing at the small-signal match; this is below full drive, since a current amplitude of 0.625 A would give 31 V there. At the limit of 1.37 the 24 V would become about 33 V. The peak would be 61 V, below a rough breakdown voltage of 100 V, but the trough would fall below the knee, where the linear model fails. Backing off the drive by 2.7 dB restores the 24 V swing in that worst phase.

As a check on \eqref{eq:area}, I integrated $\ln(1/|\rho|)$ numerically for 18 random three-element ladders, 12 with right-half-plane zeros and 6 without. In normalized units the largest discrepancy was $3.5\times10^{-12}$. The numerical output below lists most of the values used here.

\section*{Table of computed values}
\begin{verbatim}
Device resistance R = 100 ohm, capacitance C = 0.50 pF
Time constant = 50.0 ps
Band = 2 to 12 GHz, width 10 GHz
Angular bandwidth = 6.2832e+10 rad/s
Area limit pi/tau = 6.2832e+10 rad/s
Exponent 1/(2 df tau) = 1.0000
Lower bound on uniform reflection = 0.3679
Reflected power fraction at bound = 0.1353
Transmitted power fraction at bound = 0.8647
Return loss at bound = 8.69 dB
Mismatch loss at bound = 0.63 dB
Standing-wave ratio at bound = 2.164
General random ladders: 12, with right-half-plane zeros: 12
Restricted random ladders: 6, with right-half-plane zeros: 0
Largest area-rule error (normalized) = 3.5e-12
Direct to 50 ohm: |rho| at 10 GHz = 0.7590, area/limit = 1.0000
Direct to 100 ohm: |rho| at 10 GHz = 0.8436, area/limit = 1.0000
Direct to 200 ohm: |rho| at 10 GHz = 0.9138, area/limit = 0.5000
Best Chebyshev order 1: max in-band |rho| = 0.7311
Best Chebyshev order 2: max in-band |rho| = 0.5345
Best Chebyshev order 3: max in-band |rho| = 0.4679
Best Chebyshev order 5: max in-band |rho| = 0.4183
Best Chebyshev order 10: max in-band |rho| = 0.3865
Best Chebyshev order 100: max in-band |rho| = 0.3684
Best Chebyshev order 1000: max in-band |rho| = 0.3679
Order 3 parameters: a = 0.6868, b = 0.4120
Order 3 elements g1, g2, g3 = 3.1416, 0.5461, 2.0407
Band centre (geometric) = 4.899 GHz
Shunt at device: C1 = 0.5000 pF, L1 = 2.1109 nH
Series branch: L2 = 0.8691 nH, C2 = 1.2143 pF
Shunt at output: C3 = 0.3248 pF, L3 = 3.2496 nH
Terminating resistance = 42.03 ohm
Order 3 circuit in-band |rho|: min 0.4081, max 0.4679
Order 3 total area/limit = 1.00000
Order 3 in-band area/limit = 0.8263
Order 3 lowest in-band power transmission = 0.7810
Inductor quality factor at band centre = 30
Lossy: lowest in-band power transmission = 0.5577
Lossy: max |rho| at device 0.4805, at outer port 0.4528
Lossy: area/limit at device = 1.00000
Drain lead 0.10 nH, L2 reduced by it: max |rho| = 0.5279
Added gate-drain capacitance 0.06 pF: bound = 0.4095
R raised by factor 1.2 (hot): bound = 0.4346
Supply 28 V, knee 4 V, peak current 1.25 A
Load-line resistance = 38.4 ohm, time constant = 19.2 ps
Bound referred to load-line resistance = 0.0740
Worst-phase drive back-off at bound = 2.72 dB
Peak drain voltage: matched 52.0 V, no back-off 60.8 V
Assumed rough breakdown voltage = 100 V
\end{verbatim}
